# Work-function shift from adsorbate dipoles and the image-charge factor of two

## Problem

After dry etching, a Cu(111) surface carries a dilute chlorine residue of $N=10^{14}\ \mathrm{cm^{-2}}$ adatoms. Take the dipole of each adatom to have its negative end on the vacuum side. This sign is an input: electronegativity alone does not fix it, because the rearrangement of the metal's own charge also contributes, and some electronegative adatoms lower the work function. The normal dipole of one isolated adatom has magnitude $0.5$ debye. This is the first moment of the whole neutral charge change caused by adsorption, including the screening charge in the metal.

(a) By how much does the work function change if the adatoms do not weaken one another's dipoles?

(b) How large is the error made by ignoring that weakening?

The $z$ axis points from metal to vacuum. The surface is much wider than the height at which the vacuum potential is read, and that height exceeds the spacing between adatoms.

## A tempting solution

Represent the adatom by a charge $-q$ at height $h$ above the image plane, with $qh=0.5$ debye. The metal responds as if a charge $+q$ stood at depth $h$ below that plane. The two charges are $2h$ apart, so their dipole is $2qh$. A layer of $N$ dipoles per area, each of magnitude $m$, produces a potential step $Nm/\varepsilon_0$. Setting $m=2qh$ gives

$$
|\Delta\phi|=\frac{eN(2qh)}{\varepsilon_0}=0.377\ \mathrm{eV}.
$$

## Where it fails

The image charge is a device for finding the field outside the metal. The field that it would produce inside the metal does not exist. The step formula $Nm/\varepsilon_0$, however, counts the potential on both sides of the layer.

To see this, take a sheet of dipoles of normal moment $m_z$ in empty space. One dipole gives the potential $m_z z/[4\pi\varepsilon_0(R^2+z^2)^{3/2}]$ at lateral distance $R$ and height $z$. Averaged over the surface, the sheet gives

$$
V(z)=\frac{Nm_z z}{4\pi\varepsilon_0}\int_0^\infty\frac{2\pi R\,dR}{(R^2+z^2)^{3/2}}
=\frac{Nm_z z}{2\varepsilon_0}\left[-\frac{1}{\sqrt{R^2+z^2}}\right]_0^\infty
=\frac{Nm_z}{2\varepsilon_0}\frac{z}{|z|}.
$$

The potential is $+Nm_z/(2\varepsilon_0)$ above and $-Nm_z/(2\varepsilon_0)$ below. The full step is the difference of the two.

For the charge and its image, $m_z=-2qh$. The upper value is therefore $-Nqh/\varepsilon_0$. The lower value, $+Nqh/\varepsilon_0$, belongs to the fictitious half space; in the real metal the averaged potential change is zero. The true step is $-Nqh/\varepsilon_0$, half of what the tempting solution used.

The actual screening charge gives the same answer. It lies on the image plane, at distance $h$ from the adatom charge, so the physical dipole is $qh$. One may use the physical dipole with the full step, or the charge–image dipole with half the step, but not the doubled dipole with the full step.

## Solution of part (a)

The work function is the energy of an electron at rest in the vacuum just outside the surface, minus the Fermi energy. Deep in the metal the adsorbates are screened, so the Fermi energy relative to the interior potential does not change. If $\Delta V$ is the change in vacuum potential relative to the interior, the electron's charge $-e$ gives

$$
\Delta\phi=-e\,\Delta V .
$$

Let $\rho(z)$ be the change in charge density on adsorption, averaged over the surface plane. The corresponding change in potential obeys

$$
V''(z)=-\frac{\rho(z)}{\varepsilon_0},\qquad \int_{-\infty}^{\infty}\rho(z)\,dz=0 .
$$

The field change vanishes deep in the metal. Since the layer is neutral, it also vanishes outside. Integration by parts then gives

$$
\Delta V=\int_{-\infty}^{\infty}V'\,dz
=\big[zV'\big]_{-\infty}^{\infty}-\int_{-\infty}^{\infty}zV''\,dz
=\frac{1}{\varepsilon_0}\int_{-\infty}^{\infty}z\rho\,dz .
$$

The boundary term is zero because $V'$ vanishes beyond the layer on both sides. The remaining integral is the dipole per area, $N\mu_z$. Hence

$$
\Delta V=\frac{N\mu_z}{\varepsilon_0},\qquad
\boxed{\Delta\phi=-\frac{eN\mu_z}{\varepsilon_0}} .
$$

Here $\mu_z$ is negative, so the work function rises. A positive charge on the vacuum side would lower it by the same amount for the same dipole magnitude.

For the numbers, one debye is $3.33564\times10^{-30}\ \mathrm{C\,m}$, so

$$
|\mu_z|=0.5\times3.33564\times10^{-30}\ \mathrm{C\,m}
=1.668\times10^{-30}\ \mathrm{C\,m}=0.01041\,e\,\mathrm{nm}.
$$

The density is $N=1\ \mathrm{nm^{-2}}$, and $e/\varepsilon_0=18.095\ \mathrm{V\,nm}$. Therefore

$$
\Delta\phi=1\times0.01041\times18.095\ \mathrm{eV}=0.188\ \mathrm{eV},
$$

or about $0.19$ eV. In atomic units $\varepsilon_0=1/(4\pi)$, and the same shift is

$$
4\pi N|\mu_z|=4\pi(2.800\times10^{-3})(0.1967)=6.92\times10^{-3}\ \text{hartree}.
$$

The derivation uses the first moment of the charge, not its shape. As a test, Poisson's equation was integrated numerically for a Gaussian positive charge centred on the image plane and a skewed negative charge with mean height $0.10$ nm. With the same dipole, the shift was again $0.188$ eV.

## When a layer of separate dipoles acts as a uniform step

The adatoms are discrete, so close to the surface the potential varies sideways. Place them on a square lattice of spacing $a=N^{-1/2}=1$ nm, directly above the points of a lattice in the image plane. The averaged potential has zero lateral wave number; the longest-wavelength variation has $G=2\pi/a$.

Write one such component of the potential as $f(z)e^{i\mathbf G\cdot\mathbf r}$. For the adatom charges alone,

$$
f''-G^2f=\frac{Nq}{\varepsilon_0}\delta(z-h),
\qquad
f=-\frac{Nq}{2\varepsilon_0G}e^{-G|z-h|}.
$$

The images have opposite charge and lie at $-h$. For $z>h$ the sum is

$$
f=-\frac{Nq}{2\varepsilon_0G}\left[e^{-G(z-h)}-e^{-G(z+h)}\right]
=-\frac{Nq}{\varepsilon_0G}\sinh(Gh)\,e^{-Gz}.
$$

Multiplying by $-e$ and using $\Delta\phi=eNqh/\varepsilon_0$ gives the electron-energy amplitude

$$
\Delta\phi\,\frac{\sinh(Gh)}{Gh}\,e^{-Gz}.
$$

Four wave vectors have this length. Above an adatom their contributions add with factors $+1$; above the centre of a lattice square each factor is $-1$. The difference between the two places is eight amplitudes. For $h=0.10$ nm and $z=1$ nm this is $3.0$ meV, and a direct sum over charges and images agrees. The variation is already below 2 percent of the mean shift. At $z=3$ nm above an adatom, the sum over a disc of radius $300$ nm, with the part of the layer outside it added from the disc formula below, gives $0.188$ eV.

This rapid decay belongs to the ordered lattice. If the adatoms sit at independent random positions, the variance of the potential is $N$ times the surface integral of the squared potential of one adatom with its image. For $z\gg h$ that potential is $2\mu_z z/[4\pi\varepsilon_0(R^2+z^2)^{3/2}]$, and $\int_0^\infty 2\pi R\,dR/(R^2+z^2)^3=\pi/(2z^4)$. The root-mean-square variation, divided by the mean shift, is therefore $1/(z\sqrt{8\pi N})$. This is about 20 percent at $1$ nm and falls only as $1/z$. Forbidding nearest-neighbour pairs on the copper sites, as in part (b), suppresses the density fluctuations and lowers the value at $1$ nm to roughly 15 percent. For a random layer the calculated shift is thus the average over the surface, and a local reading approaches it only at heights of many spacings.

The layer must also be wide. If it covers only a disc of radius $L$ on clean metal, the integral used earlier stops at $R=L$. On the disc's axis, for $z\gg h$ and after lateral variations have died out, the shift is

$$
\Delta\phi\left(1-\frac{z}{\sqrt{z^2+L^2}}\right).
$$

It approaches $\Delta\phi$ for $z\ll L$ and vanishes for $z\gg L$.

## Solution of part (b): mutual depolarisation

Each adatom feels the field of the others and of their images. This field opposes its dipole at all distances used here, because both terms of $k(R)$ below are positive when $R>\sqrt8\,h=0.28$ nm. Treat each adatom as a normal point dipole $p$ at height $h$. Its screening charge lies on the image plane and sums to zero, so it adds nothing to the first moment, and $p$ is still the whole dipole. Outside the metal, the field of that screening charge is the field of an image with the same normal dipole. At lateral distance $R$ and vertical distance $u$, the normal field of a dipole is

$$
E_z=\frac{p}{4\pi\varepsilon_0}\frac{2u^2-R^2}{(R^2+u^2)^{5/2}} .
$$

The neighbour itself has $u=0$, and its image has $u=2h$. Their sum is $E_z=-p\,k(R)/(4\pi\varepsilon_0)$, where

$$
k(R)=\frac{1}{R^3}+\frac{R^2-8h^2}{(R^2+4h^2)^{5/2}} .
$$

Let $\alpha$ be the polarisability volume of an adatom on the metal, including its response to its own image. In an ordered layer all dipoles are equal. With $K=\sum k(R)$ over all other adatoms,

$$
p=\mu_z+4\pi\varepsilon_0\alpha E_z=\mu_z-\alpha Kp
\quad\Longrightarrow\quad
p=\frac{\mu_z}{1+\alpha K}.
$$

For the square lattice $K=17.2\ \mathrm{nm^{-3}}$. Taking $\alpha=0.004\ \mathrm{nm^3}$ gives $p/\mu_z=1/1.069=0.936$, and the shift falls to $0.176$ eV.

When $h\ll a$, $k$ approaches $2/R^3$. The square-lattice sum of $1/R^3$ is $9.03N^{3/2}$, so $K$ approaches $18.1N^{3/2}$. The shift then varies as $N/(1+18.1\alpha N^{3/2})$: it is proportional to coverage at low density, and its growth slows as the adatoms approach one another. With $\alpha=0.004\ \mathrm{nm^3}$ the formula even has a maximum near half a monolayer. There the adatoms are too close for $h\ll a$ and for point dipoles, so that maximum should not be taken as a prediction for a real surface.

Would the dipoles hold themselves in a square lattice? For two adatoms on the metal, the interaction energy is $p^2k(R)/(4\pi\varepsilon_0)$. The energy of charges with their images is half the sum of charge times potential, and each cross term occurs twice, which removes the half. At $R=1$ nm, with the undepolarised dipole, this repulsion is $0.29$ meV. At $300$ K, $k_BT=25.9$ meV, so the repulsion at this spacing cannot maintain the order.

A random layer is therefore a useful second case. Ten periodic layers of 151 adatoms were placed on copper surface sites, with nearest-neighbour pairs forbidden, and the coupled equations for their dipoles were solved. The mean dipole was $0.896$ of the isolated value. At the same density and polarisability, the shift is $0.169$ eV, a reduction of about 10 percent from the undepolarised result.

A mean-field estimate explains the larger reduction. Give every allowed site the same average occupation. Pairs closer than $1$ nm now contribute, and $K$ rises to $28.9\ \mathrm{nm^{-3}}$. The formula gives a factor $1/(1+0.004\times28.9)$, or about $0.90$, close to the result of the coupled equations. The estimate leaves out correlations between positions and differences between the dipoles, so it need not agree in the third digit. Single random layers scatter by about $0.004$, which leaves a statistical uncertainty of about $0.001$ in the mean of ten.

## Reading the result for a real surface

The chosen density is about $0.056$ of a Cu(111) monolayer. The dipole, the height, the polarisability and the copper lattice constant of $0.36$ nm are rough typical inputs, not a first-principles calculation for chlorine on copper. Mutual depolarisation lowers the shift in this model from $0.19$ to about $0.17$ eV if the adatoms are randomly placed. An error of 20 percent in the dipole would move the undepolarised value by about $0.04$ eV, which is more than this correction for $\alpha=0.004\ \mathrm{nm^3}$. The correction itself is uncertain, mainly through $\alpha$. A point dipole feels the field $p/(4\pi\varepsilon_0\,4h^3)$ of its own image, so a bare polarisability volume $\alpha_0$ becomes $\alpha=\alpha_0/(1-\alpha_0/4h^3)$, which diverges at $\alpha_0=4h^3=0.004\ \mathrm{nm^3}$ for $h=0.10$ nm. The value used corresponds to $\alpha_0=0.002\ \mathrm{nm^3}$, close to a neutral chlorine atom; $\alpha_0=0.003\ \mathrm{nm^3}$ would give $\alpha=0.012\ \mathrm{nm^3}$ and a correction of about $0.05$ eV instead of $0.02$ eV. The placement rule matters too: the correction is about $0.03$ eV if nearest-neighbour pairs are allowed and about $0.015$ eV if the first three neighbour shells are blocked. The model includes only the dipole repulsion between adatoms; interactions carried by the substrate, which can order them, and a charge transfer that changes with coverage are left out. Islands, copper chloride or co-adsorbed oxygen and water would require different dipoles and densities.

The origin of the dipole value also matters. If $0.5$ debye was obtained by dividing a work-function shift at this same coverage by $eN/\varepsilon_0$, it already contains the depolarisation, and the correction of part (b) must not be applied again. The remaining values are in the numerical output below.

## Numbers as computed

```
Adsorbate density: 1.00e+14 cm^-2
Normal dipole magnitude: 0.50 debye
One debye: 3.33564e-30 C m
Normal dipole magnitude: 1.66782e-30 C m
Normal dipole magnitude: 0.010410 e nm
e/eps0: 18.0951 V nm
Undepolarised shift magnitude: 0.18837 eV
Density: 2.800285e-03 bohr^-2
Dipole: 0.196715 e bohr
Shift: 6.922292e-03 hartree
Wrongly doubled image result: 0.3767 eV
Copper lattice constant, rough input: 0.36 nm
Cu(111) site density: 1.782e+15 cm^-2
Coverage: 0.0561 monolayer
Height above image plane, rough input: 0.10 nm
Equivalent charge magnitude: 0.1041 e
Shift from skewed Poisson profile: 0.18837 eV
Shift from charges and images at 3 nm: 0.18837 eV
Mean adsorbate spacing: 1.000 nm
Top-to-hollow variation at 1 nm, sum: 3.006 meV
Same variation, first harmonics: 3.003 meV
Polarisability volume, rough input: 0.0040 nm^3
Square-lattice direct sum: 9.0336 (no unit)
Ordered opposing sum K: 17.213 nm^-3
Ordered dipole factor: 0.9356 (no unit)
Ordered depolarised shift: 0.1762 eV
Pair repulsion at mean spacing: 0.2862 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Adatoms in each random cell: 151
Random layers solved: 10
Random-layer mean dipole factor: 0.8959 (no unit)
Spread between random layers: 0.0039 (no unit)
Mean-field opposing sum: 28.880 nm^-3
Mean-field dipole factor: 0.8964 (no unit)
Random depolarised shift: 0.1688 eV
Random-layer reduction: 10.41 percent
```
